**Dipole sums for a square-lattice monolayer**

For moment \(m\) per site and lattice constant \(a\), the perpendicular-minus-in-plane dipolar energy is \(K=3Sm^2/(4a^3)\), where \(S\) is the sum of \((i^2+j^2)^{-3/2}\) over all sites except the origin. Relative to a continuum film of thickness \(t\) and equal moment per area, the ratio is \(3St/(8\pi a)\). The output gives \(S=9.033622\) and a ratio of 1.0783 for \(t=a\). The program asserts agreement of \(S\) with a zeta-function value, and of the angular law with direct dipole sums at four directions. It also asserts the continuum fields by quadrature, the three-layer anisotropy by direct summation, and the bulk limit \(8\pi/3\) of the layer sums. The printed ratios fall to 1.026 for three layers and 1.008 for ten. For the worked example, the program also sizes interface anisotropy, the edge of a 30 nm disc and thermal magnons at 300 K, using rough inputs for the interface anisotropy and spin stiffness.

## Numerical check

```python
"""Shape anisotropy of a square-lattice monolayer of point dipoles.

Result under test (Gaussian units): perpendicular minus in-plane energy
per site is K = 3 S m^2 / (4 a^3), S = sum' (i^2+j^2)^(-3/2).
A continuum film of thickness t and equal moment per area has
K_c = 2 pi M^2 a^2 t, M = m/(a^2 t); thus K/K_c = 3 S t/(8 pi a),
about 1.08 when t = a.
m: moment per site, a: lattice constant, M: magnetization.
Lattice sums use a = 1 and m = 1; energies are then in m^2/a^3.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.signal import fftconvolve
from scipy.special import erfc, j1

pi = np.pi


def disc_sum(direction, height, radius):
    """Sum of (1 - 3 (n.r)^2/r^2)/r^3 over one layer, in-plane cutoff."""
    i = np.arange(-radius, radius + 1, dtype=float)
    x, y = np.meshgrid(i, i, indexing="ij")
    rho2 = x**2 + y**2
    keep = rho2 <= radius**2
    if height == 0:
        keep &= rho2 > 0
    x, y = x[keep], y[keep]
    r2 = x**2 + y**2 + height**2
    along = direction[0]*x + direction[1]*y + direction[2]*height
    return np.sum((1 - 3*along**2/r2)/r2**1.5)


def layer_sum(direction, height=0, radius=300):
    """Remove the 1/R truncation error by extrapolation."""
    return (2*disc_sum(direction, height, 2*radius)
            - disc_sum(direction, height, radius))


def shell_terms(r2):
    """Two rapidly decaying integrals A and B for a site at distance r."""
    c = pi*r2
    A = np.exp(-c)/c + np.sqrt(pi)/2*c**-1.5*erfc(np.sqrt(c))
    B = 2*np.exp(-c) - 2*np.sqrt(pi*c)*erfc(np.sqrt(c))
    return A, B


# Fast lattice sum, grouped in shells of equal distance
shells = {}
for i in range(-5, 6):
    for j in range(-5, 6):
        if i or j:
            shells[i*i + j*j] = shells.get(i*i + j*j, 0) + 1
S = 2*pi*(4/3 + sum(n*sum(shell_terms(q)) for q, n in shells.items()))
for q in (1, 2):
    A, B = shell_terms(q)
    A_num = quad(lambda u: np.sqrt(u)*np.exp(-pi*u*q), 1, np.inf)[0]
    B_num = quad(lambda u: u**-1.5*np.exp(-pi*u*q), 1, np.inf)[0]
    assert abs(A - A_num) < 1e-8 and abs(B - B_num) < 1e-8

# Independent value of S from zeta functions
beta = mp.mpf(4)**-1.5*(mp.zeta(1.5, 0.25) - mp.zeta(1.5, 0.75))
S_zeta = float(4*mp.zeta(1.5)*beta)
assert abs(S - S_zeta) < 1e-10

# Angular law against the dipole energy itself, at several directions
angle_error = 0.0
for theta, phi in ((0, 0), (0.6, 0.3), (1.1, 1.0), (pi/2, 0.5)):
    n = (np.sin(theta)*np.cos(phi), np.sin(theta)*np.sin(phi),
         np.cos(theta))
    energy = 0.5*layer_sum(n)
    law = S/2*(1 - 1.5*np.sin(theta)**2)
    angle_error = max(angle_error, abs(energy - law))
assert angle_error < 1e-4

# Truncated sum plus its continuum tail; the rest is edge-count noise
S_cut = disc_sum((0, 0, 1), 0, 10)
tail = 2*pi/10
assert abs(S_cut + tail - S) < 0.02

# Continuum fields from surface charges, M = 1 and t = 1
sheet = quad(lambda p: 2*pi*p*0.5/(p*p + 0.25)**1.5, 0, np.inf)[0]
H_perp = -2*sheet
assert abs(H_perp + 4*pi) < 1e-6
K_cont = -0.5*H_perp
R_wide = 1000.0
H_edge = dblquad(lambda z, f: R_wide**2*np.cos(f)**2
                 / (R_wide**2 + z*z)**1.5, 0, 2*pi, -0.5, 0.5)[0]
assert abs(H_edge/(pi/R_wide) - 1) < 1e-5
K_mono = 0.75*S
ratio = K_mono/K_cont
assert abs(ratio - 1.08) < 0.005


# Coupling to parallel layers from the reciprocal-lattice sum
def reciprocal_layer(p):
    total = 0.0
    for i in range(-6, 7):
        for j in range(-6, 7):
            G = 2*pi*np.hypot(i, j)
            total -= 2*pi*G*np.exp(-G*p)
    return total


L = {p: reciprocal_layer(p) for p in range(1, 12)}
assert abs(layer_sum((0, 0, 1), 1) - L[1]) < 1e-4
assert abs(layer_sum((1, 0, 0), 1) + L[1]/2) < 1e-4


def stack_anisotropy(N):
    cross = sum((N - p)*L[p] for p in L if p < N)
    return 0.75*(N*S + 2*cross)


K3_direct = 0.0
for upper in range(3):
    for lower in range(3):
        h = upper - lower
        K3_direct += 0.5*(layer_sum((0, 0, 1), h)
                          - layer_sum((1, 0, 0), h))
assert abs(K3_direct - stack_anisotropy(3)) < 5e-4
bulk_sum = S + 2*sum(L.values())
assert abs(bulk_sum - 8*pi/3) < 1e-8
surface_term = -1.5*sum(p*L[p] for p in L)
assert abs(stack_anisotropy(10) - 20*pi - surface_term) < 1e-8

# Worked example: round parameters, CGS internally
a_nm, m_muB = 0.30, 2.5
a = a_nm*1e-7
muB = const.physical_constants["Bohr magneton"][0]*1e3  # erg/G
erg_to_meV = 1e-7/const.e*1e3
m = m_muB*muB
M = m/a**3
Kc_area = 2*pi*M**2*a
K_area = K_mono*m**2/a**5
K_site = K_area*a**2*erg_to_meV
assert abs(K_area/Kc_area - ratio) < 1e-8

# Interface spin-orbit anisotropy, rough typical input
Ki_area = 1.0

# Finite disc: lattice pair sum and continuum disc of equal area
diameter_nm = 30.0
R = int(round(diameter_nm/(2*a_nm)))
i = np.arange(-R, R + 1)
x, y = np.meshgrid(i, i, indexing="ij")
mask = (x**2 + y**2 <= R**2).astype(float)
sites = mask.sum()
pairs = np.rint(fftconvolve(mask, mask[::-1, ::-1]))
k = np.arange(-2*R, 2*R + 1)
dx, dy = np.meshgrid(k, k, indexing="ij")
d2 = (dx**2 + dy**2).astype(float)
d2[2*R, 2*R] = np.inf
K_disc = 0.75*np.sum(pairs/d2**1.5)/sites
R_eff = np.sqrt(sites/pi)
q = (np.arange(400000) + 0.5)*0.01
integrand = j1(q)**2/q**2*(-np.expm1(-q/R_eff))
Nz = 2*R_eff*np.sum(integrand)*0.01
K_disc_cont = 2*pi*(3*Nz - 1)/2
disc_ratio = K_disc/K_disc_cont
# Edge atoms and a smooth rim differ at order a/R = 0.02
assert abs(disc_ratio/ratio - 1) < 0.02

# Thermal magnons at the temperature of use
T, D = 300.0, 3.0  # K, meV nm^2 (rough typical stiffness)
kT = const.k*T/const.e*1e3
net_site = Ki_area*a**2*erg_to_meV - K_site
gap = 2*net_site*2/m_muB
assert gap > 0
n_formula = a_nm**2*kT/(4*pi*D)*(-np.log(-np.expm1(-gap/kT)))
kk = (np.arange(1000) + 0.5)*2*pi/1000 - pi
kx, ky = np.meshgrid(kk, kk)
omega = gap + 2*D/a_nm**2*(2 - np.cos(kx) - np.cos(ky))
n_zone = np.mean(1/np.expm1(omega/kT))
# The parabola omits band flattening, of order kT a^2/(8 D)
assert abs(n_formula/n_zone - 1) < 0.10
moment_loss = 2*n_zone/m_muB

print(f"lattice sum S: {S:.6f} (dimensionless)")
print(f"S from zeta functions: {S_zeta:.6f}")
print(f"sum inside R = 10 a: {S_cut:.4f}; tail 2 pi/10: {tail:.4f}")
print(f"truncated sum plus tail: {S_cut + tail:.4f}")
for q2 in (1, 2, 4, 5):
    A, B = shell_terms(q2)
    part = 0.75*shells[q2]*(A + B)
    print(f"shell r^2={q2}: sites {shells[q2]}, A {A:.4e}, "
          f"B {B:.4e}, adds {part:.3e} to ratio")
print(f"largest error of angular law: {angle_error:.1e} m^2/a^3")
print(f"perpendicular energy per site: {S/2:.4f} m^2/a^3")
print(f"in-plane energy per site: {-S/4:.4f} m^2/a^3")
print(f"lattice anisotropy per site: {K_mono:.4f} m^2/a^3")
print(f"continuum anisotropy, t=a: {K_cont:.4f} m^2/a^3")
print(f"ratio lattice/continuum, t=a: {ratio:.5f}")
print(f"ratio if t=a/2 is assigned: {ratio/2:.4f}")
print(f"layer coupling L_1: {L[1]:.5f}; L_2: {L[2]:.5f} (a=1)")
print(f"S + 2 sum L_p: {bulk_sum:.6f}; 8 pi/3: {8*pi/3:.6f}")
for N in (1, 2, 3, 10):
    print(f"ratio for {N} layers: {stack_anisotropy(N)/(2*pi*N):.5f}")
print(f"monolayer excess: {K_mono - 2*pi:.4f} m^2/a^3")
print(f"thick-film surface term: {surface_term:.4f} m^2/a^3")
print(f"example a = t: {a_nm:.2f} nm; moment: {m_muB:.1f} mu_B")
print(f"Bohr magneton: {muB:.4e} erg/G")
print(f"magnetization M: {M:.1f} emu/cm^3")
print(f"continuum anisotropy: {Kc_area:.4f} erg/cm^2 (= mJ/m^2)")
print(f"lattice anisotropy: {K_area:.4f} erg/cm^2 (= mJ/m^2)")
print(f"lattice anisotropy per site: {K_site:.4f} meV")
print(f"interface anisotropy, rough input: {Ki_area:.1f} erg/cm^2")
print(f"interface/dipolar anisotropy: {Ki_area/K_area:.2f}")
print(f"disc diameter: {diameter_nm:.0f} nm; sites: {sites:.0f}")
print(f"disc/infinite, lattice: {K_disc/K_mono:.4f}")
print(f"disc/infinite, continuum: {K_disc_cont/K_cont:.4f}")
print(f"lattice/continuum ratio for the disc: {disc_ratio:.4f}")
print(f"temperature: {T:.0f} K; kT: {kT:.2f} meV")
print(f"spin stiffness, rough input: {D:.1f} meV nm^2")
print(f"net perpendicular anisotropy per site: {net_site:.4f} meV")
print(f"magnon gap: {gap:.4f} meV")
print(f"magnons per site, closed form: {n_formula:.4f}")
print(f"magnons per site, zone sum: {n_zone:.4f}")
print(f"thermal loss of moment: {100*moment_loss:.1f} %")
print(f"factor on both anisotropies: {(1 - moment_loss)**2:.3f}")
print("no test failed")
```

Printed output:

```
lattice sum S: 9.033622 (dimensionless)
S from zeta functions: 9.033622
sum inside R = 10 a: 8.4079; tail 2 pi/10: 0.6283
truncated sum plus tail: 9.0362
shell r^2=1: sites 4, A 1.5695e-02, B 9.8428e-03, adds 7.661e-02 to ratio
shell r^2=2: sites 4, A 3.1931e-04, B 2.4500e-04, adds 1.693e-03 to ratio
shell r^2=4: sites 4, A 2.8816e-07, B 2.4961e-07, adds 1.613e-06 to ratio
shell r^2=5: sites 8, A 9.8904e-09, B 8.7981e-09, adds 1.121e-07 to ratio
largest error of angular law: 5.8e-07 m^2/a^3
perpendicular energy per site: 4.5168 m^2/a^3
in-plane energy per site: -2.2584 m^2/a^3
lattice anisotropy per site: 6.7752 m^2/a^3
continuum anisotropy, t=a: 6.2832 m^2/a^3
ratio lattice/continuum, t=a: 1.07831
ratio if t=a/2 is assigned: 0.5392
layer coupling L_1: -0.32746; L_2: -0.00055 (a=1)
S + 2 sum L_p: 8.377580; 8 pi/3: 8.377580
ratio for 1 layers: 1.07831
ratio for 2 layers: 1.03922
ratio for 3 layers: 1.02615
ratio for 10 layers: 1.00784
monolayer excess: 0.4920 m^2/a^3
thick-film surface term: 0.4929 m^2/a^3
example a = t: 0.30 nm; moment: 2.5 mu_B
Bohr magneton: 9.2740e-21 erg/G
magnetization M: 858.7 emu/cm^3
continuum anisotropy: 0.1390 erg/cm^2 (= mJ/m^2)
lattice anisotropy: 0.1499 erg/cm^2 (= mJ/m^2)
lattice anisotropy per site: 0.0842 meV
interface anisotropy, rough input: 1.0 erg/cm^2
interface/dipolar anisotropy: 6.67
disc diameter: 30 nm; sites: 7845
disc/infinite, lattice: 0.9494
disc/infinite, continuum: 0.9475
lattice/continuum ratio for the disc: 1.0804
temperature: 300 K; kT: 25.85 meV
spin stiffness, rough input: 3.0 meV nm^2
net perpendicular anisotropy per site: 0.4775 meV
magnon gap: 0.7641 meV
magnons per site, closed form: 0.2182
magnons per site, zone sum: 0.2302
thermal loss of moment: 18.4 %
factor on both anisotropies: 0.666
no test failed
```
